Averaging Γ and zone-boundary positron states in a periodic well model

**Question**

I am computing the state of a positron trapped at a vacancy, using periodic supercells. At Γ the positron leaks into the region between the vacancies. At the zone boundary it looks too compact. I have been told that Γ alone overestimates the delocalisation, that the zone boundary underestimates it, and that the average of the two converges fastest with cell size.

To understand this I took a one-dimensional row of square wells of width w and depth V0, repeated with period L, so that the barriers have width b = L − w. I see that the Γ state has zero slope in the middle of the barrier and that the zone-boundary state has a node there. That explains the two directions of the error, but not why the errors should have the same size. Can the cancellation be shown, and what is left after it? Does it hold for the positron density as well as for the energy, and is the average really the best choice?

**Answer**

The cancellation can be shown in your model, and the remainder can be calculated. Two parts of the claim need conditions, which appear in sections 4 and 5.

Take one positron of mass m in a fixed potential, equal to −V0 in the wells and zero in the barriers. Write c = ħ²/2m and k0² = V0/c. The target is the ground state of one isolated well, with energy E∞ = −cκ², wave number q = √(k0² − κ²) in the well, and probability P∞ of being inside it. In the periodic cell I call the corresponding quantities K and Q, so E = −cK² and Q² = k0² − K². The point X means k = π/L.

**1. The order of the energies**

Put x = 0 at a well centre. The Γ ground state has no nodes and is even, and periodicity then makes its slope vanish at x = L/2. At X the wave function changes sign from cell to cell. An even state therefore obeys ψ(L/2) = −ψ(−L/2) = −ψ(L/2), so it vanishes at L/2. A bound odd state at X needs Qw/2 > π/2, while the lowest even one has Qw/2 < π/2, so the even state is the lower.

In the well ψ = cos Qx. In the barrier ψ is proportional to cosh K(L/2 − x) at Γ and to sinh K(L/2 − x) at X. Equating −ψ′/ψ at x = w/2, a distance b/2 from the cell boundary, gives

Γ: Q tan(Qw/2) = K tanh(Kb/2)

X: Q tan(Qw/2) = K coth(Kb/2)

isolated well: Q tan(Qw/2) = K.

As K grows, Q falls, and so does the left side on the ground-state branch. All three right sides grow with K; for the second, y coth y has the derivative (sinh y cosh y − y)/sinh²y, which is positive. Since tanh < 1 < coth, the crossing lies at larger K for Γ and at smaller K for X:

K(Γ) > κ > K(X), hence E(Γ) < E∞ < E(X).

This assumes that the X state lies below the barrier top. If it does not, E(X) ≥ 0 and the order still holds.

The cancellation is already visible here. For a wide barrier tanh(Kb/2) ≈ 1 − 2e^(−Kb) and coth(Kb/2) ≈ 1 + 2e^(−Kb). The two boundary conditions disturb the isolated well by equal and opposite amounts.

**2. The leading error at any k**

To find the remainder, and to compare other k points, we need the general Bloch condition. The pair (ψ, ψ′) is carried across a well and across a barrier by the matrices

M_w = [cos Qw, sin(Qw)/Q ; −Q sin Qw, cos Qw]

M_b = [cosh Kb, sinh(Kb)/K ; K sinh Kb, cosh Kb].

Their product has determinant 1 and eigenvalues e^(±ikL), so its trace is 2 cos kL. Working out the trace and halving it,

cos kL = cos(Qw) cosh(Kb) + R sinh(Kb), R = (K² − Q²) sin(Qw)/(2QK).

Split the hyperbolic functions into exponentials and multiply by 2e^(−Kb). With C = cos kL, D = cos Qw + R and D̃ = cos Qw − R,

D(K) = 2C e^(−Kb) − e^(−2Kb) D̃(K).   (1)

For b → ∞ this becomes D(κ) = 0, the isolated well. We need the slope D₁ = dD/dK at K = κ. With θ = Qw/2, the double-angle formulas give

D = (K cos θ − Q sin θ)(Q cos θ + K sin θ)/(QK).

The first factor vanishes for the even isolated state, where tan θ = κ/q, so cos θ = q/k0 and sin θ = κ/k0. The second factor then equals (q² + κ²)/k0 = k0. Only the first factor has to be differentiated. Using dQ/dK = −K/Q and dθ/dK = −Kw/(2Q), its derivative is

cos θ + (κ/q) sin θ + (κw/2q)(κ sin θ + q cos θ)
= (q² + κ²)/(q k0) + κw k0/(2q)
= (k0/q)(1 + κw/2).

Therefore

D₁ = k0²(1 + κw/2)/(q²κ).

This slope has a physical meaning. The unnormalised isolated state is cos qx inside and cos θ e^(−κ(|x| − w/2)) outside. Its weights are

inside: w/2 + sin(qw)/(2q) = w/2 + κ/k0²

outside: 2 cos²θ/(2κ) = q²/(k0²κ).

They add up to w/2 + 1/κ. The probability outside the well is thus

1 − P∞ = q²/[k0²(1 + κw/2)], so D₁ = 1/[κ(1 − P∞)].

Let ε = e^(−κb) and K = κ + δ₁ + δ₂ + …, ordered in powers of ε. The first order of (1) is D₁δ₁ = 2εC, so δ₁ = 2κ(1 − P∞)εC. From E = −cK² the energy error is −2cκδ₁:

ΔE(k) = −A e^(−κb) cos kL, A = 4|E∞|(1 − P∞).   (2)

At Γ the cosine is +1 and at X it is −1, so the leading errors cancel in the average. The amplitude is set by the binding energy and by the weight in the tail, the part of the state that reaches the neighbouring wells.

**3. What survives the average**

In the next order the exponential in (1) must be taken at the shifted K, e^(−Kb) ≈ ε(1 − bδ₁). With D₂ the second derivative of D at κ,

D₁(δ₁ + δ₂) + ½D₂δ₁² = 2εC(1 − bδ₁) − ε²D̃.

Replace 2εC by D₁δ₁ and solve:

δ₂ = −bδ₁² − D₂δ₁²/(2D₁) − ε²D̃/D₁.

The second-order energy is −c(2κδ₂ + δ₁²). From (2), 2cκδ₁ = AεC, so 2cκδ₁² = A²ε²C²/(2cκ). At K = κ the condition D = 0 gives R = −cos qw, hence D̃ = 2 cos qw = 2(q² − κ²)/k0². Collecting the terms,

ΔE₂(k) = e^(−2κb) [B(b + s) cos²kL + γ]   (3)

B = A²/(2cκ), s = D₂/(2D₁) − 1/(2κ), γ = A(q² − κ²)/k0².

At both Γ and X cos²kL = 1, so this part does not cancel. The average has an error of order b e^(−2κb), against e^(−κb) for either state alone.

The term with b has a simple origin. The Γ state is bound more deeply than the isolated one, so its tail is shorter, and this by itself makes its downward shift smaller than first order predicts. The X state has a longer tail, which by itself makes its upward shift larger. The average is therefore slightly too high once B(b + s) + γ > 0, which always happens for a wide enough barrier. Since γ < 0 when κ > q, the sum can be negative for a narrow barrier, but s grows with the depth and only a very deep well achieves this. For w = 3 Å the sum is positive for every b at V0 = 10 eV, and at V0 = 20 eV it is negative only for b below about 1.5 Å.

The expansion needs both ε and bδ₁ to be small. For a shallow trap 1/κ is long, and the cell has to grow with it.

**4. The density, and a condition on the cell size**

Let P be the probability inside the well, with one positron per cell. Since V0 enters the Hamiltonian only as −V0 inside the well, the Hellmann–Feynman theorem gives P = −∂E/∂V0 at fixed kL. For the isolated well this reads 2cκ dκ/dV0 = P∞, so

κ_V ≡ dκ/dV0 = P∞/(2cκ).

Differentiating (2), with dε/dV0 = −bκ_V ε, we find

ΔP(k) = −A κ_V (b − b0) e^(−κb) cos kL, b0 = (dA/dV0)/(A κ_V).   (4)

To get b0, take the logarithmic derivative of A = 4cκ²q²/[k0²(1 + κw/2)]. The identity q² = V0/c − κ² gives 2q dq/dV0 = 1/c − 2κκ_V = (1 − P∞)/c. Hence

(dA/dV0)/A = 2κ_V/κ + (1 − P∞)/(cq²) − 1/V0 − (w/2)κ_V/(1 + κw/2).

For b > b0, equation (4) says what you were told: too little weight in the well at Γ, too much at X, with equal leading errors. In a very small cell the statement fails at Γ. As b → 0 there is no barrier left to leak into, so P → 1, which is more than P∞. The Γ energy is still too low, but by this measure the state is too localised.

The average of P also keeps a second-order error. For wide barriers its largest part comes from differentiating e^(−2κb) in Bb e^(−2κb):

ΔP(average) ≈ 2κ_V B b² e^(−2κb).

It is positive, so by this measure the average is slightly too localised once the barrier is wide enough for this term to dominate. For w = 3 Å the averaged error in P is also positive at b = 2, 3 and 5 Å for V0 = 6, 10 and 20 eV. The extra factor b makes P converge a little more slowly than the energy. These statements concern the integrated weight P. Point by point, the averaged density approaches the sum of the isolated densities of all the wells, not the density of one well. In the middle of the barrier it tends to twice the tail of a single isolated state.

If the annihilation rate is modelled as λ = Pλ_w + (1 − P)λ_b, with fixed rates in well and barrier, its error is (λ_w − λ_b)ΔP and the same cancellation applies. If you average the rates, the error stays proportional to the averaged ΔP. Averaging the lifetimes brings in another term. For two rates λ̄ ± d the mean lifetime is λ̄/(λ̄² − d²), which exceeds 1/λ̄ by a relative amount of about d²/λ̄². This is a further second-order error, which can add to the one from ΔP or partly offset it.

**5. Is the average the best choice?**

Among Γ, X and their equal average, yes, once the barrier is wide enough for the expansion. Equation (3) shows that other choices can do better:

- A full average over the band replaces cos²kL by ½. This halves the B term but does not remove it, so a dense k mesh does not reproduce the isolated well at finite L.
- The single point k = π/(2L) has cos kL = 0. The first-order error and the B term both vanish, leaving γe^(−2κb), without the factor b. For γ < 0 this beats the Γ–X average only when B(b + s) > 2|γ|. That holds in all cells of section 6, but for a deep well it requires a wider barrier. The price is a complex wave function.

**6. Numbers for one well**

Take w = 3 Å and V0 = 3 eV as round model parameters, with c = 3.810 eV Å². The isolated well has κ = 0.6749 Å⁻¹, q = 0.5761 Å⁻¹, E∞ = −1.7354 eV and P∞ = 0.7905. Then

A = 4 × 1.7354 eV × (1 − 0.7905) = 1.454 eV

B = (1.454 eV)²/(2 × 3.810 eV Å² × 0.6749 Å⁻¹) = 0.411 eV/Å.

The other constants are γ = −0.228 eV and s = 1.20 Å. For L = 8 Å, b = 5 Å and ε = 0.03424. First order predicts errors of ∓1.454 eV × 0.03424 = ∓49.8 meV at Γ and X. For the average, (3) predicts

(0.03424)² × [0.411 × (5 + 1.20) − 0.228] eV = 2.72 meV.

The energy errors from solving (1) numerically, relative to E∞ and in meV, are:

L = 6 Å: Γ −170.6, X +226.6, average +28.0, k = π/(2L) −4.0

L = 8 Å: Γ −47.3, X +52.8, average +2.75, k = π/(2L) −0.27

L = 10 Å: Γ −12.7, X +13.2, average +0.25, k = π/(2L) −0.02

L = 12 Å: Γ −3.33, X +3.37, average +0.02, k = π/(2L) −0.001

The average at 8 Å is already closer to the isolated well than Γ alone at 12 Å. At 6 Å the Γ and X errors lie unevenly about the first-order size of 192 meV, in the direction explained in section 3. There (3) gives 26.1 meV for the average instead of 28.0 meV, so higher orders are still visible. For the full band average at 8 Å, halving the B term in (3) leaves about 1.2 meV.

For the density, κ_V = 0.1537 Å⁻¹ eV⁻¹. The errors in P, relative to P∞ = 0.7905, are:

L = 6 Å: Γ −0.041, X +0.088, average +0.024

L = 8 Å: Γ −0.026, X +0.034, average +0.0039

L = 10 Å: Γ −0.0112, X +0.0122, average +0.0005

At 6 Å the average improves on Γ by less than a factor of two, so in a small cell the cancellation in the density should not be trusted too far. At 10 Å the gain is more than twentyfold. The point k = π/(2L) is better again, with errors in P of +0.0006 at 6 Å and −0.0001 at 8 Å. Differentiating γe^(−2κb) gives this error as (2bκ_Vγ − dγ/dV0)e^(−2κb) to second order. It changes sign between these two cells, so both values are small partly because they lie near a zero for this particular well.

The threshold of section 4 is b0 = 1.13 Å from the first-order formula and b = 1.31 Å from the full solution. The difference is no surprise, because e^(−κb) is not small there. At b = 0.5 Å the Γ state has P = 0.879, well above P∞.

Diagonalisation in plane waves agrees with these energies and probabilities to better than 10⁻⁷ (in eV for the energies) in the three cells compared, L = 6, 8 and 10 Å. The remaining values are in the numerical output.

**7. Before you use this in three dimensions**

For an s-like trapped state, a nearest-neighbour tight-binding estimate gives an energy shift proportional to −Σ cos(k·R), summed over the nearest periodic images R. The equal average with Γ cancels this shift only if the sum at the second k point is minus the number of those images.

In a simple cubic superlattice with edge a, the corner point R = (π/a)(1, 1, 1) gives −6 for the 6 nearest images, and the cancellation works. The next images, at distance √2 a, have phase +1 at both points. Their contribution survives, and it decays roughly as e^(−√2κa), more slowly than the e^(−2κa) suggested by one dimension.

In an fcc superlattice the L point gives six phases of +1 and six of −1. The sum is 0, against 12 at Γ. The equal average then keeps half of the leading Γ error, while L alone has none at this level. So work out the phase sum for your own superlattice before choosing the weights. This is a leading-order argument; the numbers above test the one-dimensional model only.

All of this concerns the overlap of the positron with its periodic images in a fixed potential. In a real supercell the atomic relaxation and the potential around the vacancy also change with cell size, and no choice of positron k point removes those errors.

Numbers as computed

```
hbar^2/2m = 3.80998 eV angstrom^2
well width w = 3.0 angstrom, depth V0 = 3.0 eV
isolated: kappa = 0.67490, q = 0.57612 1/angstrom
isolated energy Einf = -1.73539 eV
isolated well probability Pinf = 0.79052
first-order amplitude A = 1.45409 eV
second-order A^2/(2 c kappa) = 0.41114 eV/angstrom
second-order gamma = -0.22819 eV, s = 1.20010 angstrom
d kappa/d V0 = 0.15372 1/(angstrom eV)
threshold barrier: first-order b0 = 1.1271 angstrom
threshold barrier: exact = 1.3081 angstrom
P(Gamma) at b = 0.5 angstrom: 0.87927
largest deviation from plane waves: 3.6e-08 eV, 2.2e-08 in P
L = 6 angstrom: exp(-kappa b) = 0.132035
  E(Gamma) = -1.90598 eV, E(X) = -1.50875 eV
  energy errors (meV): Gamma -170.5851, X 226.6413, average 28.0281, k=pi/2L -3.9573
  first-order size 191.9899 meV, second-order average 26.1262 meV
  errors in P: Gamma -0.040639, X 0.088076, average 0.023719, k=pi/2L 0.000595
L = 8 angstrom: exp(-kappa b) = 0.034236
  E(Gamma) = -1.78267 eV, E(X) = -1.68262 eV
  energy errors (meV): Gamma -47.2800, X 52.7736, average 2.7468, k=pi/2L -0.2673
  first-order size 49.7818 meV, second-order average 2.7203 meV
  errors in P: Gamma -0.026303, X 0.034064, average 0.003880, k=pi/2L -0.000124
L = 10 angstrom: exp(-kappa b) = 0.008877
  E(Gamma) = -1.74806 eV, E(X) = -1.72223 eV
  energy errors (meV): Gamma -12.6677, X 13.1637, average 0.2480, k=pi/2L -0.0180
  first-order size 12.9081 meV, second-order average 0.2477 meV
  errors in P: Gamma -0.011176, X 0.012178, average 0.000501, k=pi/2L -0.000019
L = 12 angstrom: exp(-kappa b) = 0.002302
  E(Gamma) = -1.73872 eV, E(X) = -1.73202 eV
  energy errors (meV): Gamma -3.3262, X 3.3682, average 0.0210, k=pi/2L -0.0012
  first-order size 3.3470 meV, second-order average 0.0210 meV
  errors in P: Gamma -0.003996, X 0.004107, average 0.000055, k=pi/2L -0.000002
simple cubic: 6 nearest images, phase sum at R -6.0
fcc: 12 nearest images, phase sum at L 0.0
```
